# CELIV Mobility from the Current Peak in the Low-Conductivity Limit

Before a drift–diffusion calculation of a polymer device can be run, a carrier mobility has to be put into it. If the mobility comes from a charge extraction experiment, one decision comes first: is a single time, read from the maximum of the current, enough, or must the whole transient be fitted with space charge included? In the experiment, charge extraction by linearly increasing voltage (CELIV), a ramp $U=At$ is applied to a film of thickness $d$, and the current passes through a maximum at a time $t_{\max}$. If the film conducts weakly enough, the mobility is

$$\mu=\frac{2d^2}{3A\,t_{\max}^2}.\tag{1}$$

The two derivations below give (1) by different roads. The first also says how weak the conduction must be and how large the error is when it is not.

## The model

The film fills $0<x<d$. At $t=0$ it holds mobile holes of uniform density $n$, neutralised by fixed negative charge of density $-en$, with $e>0$. The field $E$ is positive when it drives holes towards $x=d$. The contact at $x=0$ injects nothing; the contact at $x=d$ collects the holes that arrive. The bands are flat at $t=0$, so the field starts from zero. The mobility is constant, and there is no trapping, no recombination and no second carrier type. The permittivity is $\varepsilon$, and $j$ is the current per unit area. SI units are used in the algebra. Diffusion and circuit resistance are left out at first and brought in later.

## First derivation: the depletion front

**Field.** Holes leave the blocking contact and none replace them, so a layer $0<x<l(t)$ is emptied of holes and carries the charge density $-en$. Beyond $l$ the film is still neutral, and its field has a uniform value $E_n(t)$. It stays neutral because holes of equal density in a uniform field all move at the same speed, which leaves their density unchanged. In the emptied layer Gauss's law reads $dE/dx=-en/\varepsilon$. With $E(l)=E_n$ this gives

$$E(x)=E_n+\frac{en}{\varepsilon}(l-x),\qquad 0<x<l .$$

The integral of $E$ over the film is the applied voltage. The uniform part contributes $E_nd$ and the triangle contributes $enl^2/2\varepsilon$, so

$$E_n=\frac{At}{d}-\frac{en\,l^2}{2\varepsilon d}.\tag{2}$$

**Front.** The edge $l$ is the position of the last hole, which moves with speed $\mu E(l)=\mu E_n$:

$$\frac{dl}{dt}=\mu\left(\frac{At}{d}-\frac{en\,l^2}{2\varepsilon d}\right),\qquad l(0)=0.\tag{3}$$

**Current.** No holes cross the plane $x=0$, so the total current there is pure displacement current, $j=\varepsilon\,dE(0)/dt$. From the field above,

$$\varepsilon E(0)=\varepsilon E_n+en\,l=\frac{\varepsilon At}{d}-\frac{en\,l^2}{2d}+en\,l .$$

Differentiation gives

$$j=\frac{\varepsilon A}{d}+en\left(1-\frac ld\right)\frac{dl}{dt}\equiv j_0+\Delta j .\tag{4}$$

The constant $j_0=\varepsilon A/d$ charges the film as a capacitor. The extraction current $\Delta j$ carries the information about the holes.

**Scaling.** Define

$$t_{\rm tr}=d\sqrt{\frac{2}{\mu A}},\quad \tau=\frac{t}{t_{\rm tr}},\quad s=\frac ld,\quad \tau_\sigma=\frac{\varepsilon}{en\mu},\quad \kappa=\frac{t_{\rm tr}}{2\tau_\sigma}.$$

Here $\tau_\sigma$ is the dielectric relaxation time. Multiplying (3) by $t_{\rm tr}/d$ turns the first term into $(\mu At_{\rm tr}^2/d^2)\tau=2\tau$ and the second into $(en\mu t_{\rm tr}/2\varepsilon)s^2=\kappa s^2$. In (4), the ratio $\Delta j/j_0$ has the prefactor $end^2/(\varepsilon At_{\rm tr})$. Since $d^2/A=\mu t_{\rm tr}^2/2$, this is again $\kappa$. Therefore

$$s'=2\tau-\kappa s^2,\qquad \frac{\Delta j}{j_0}=\kappa(1-s)s',\tag{5}$$

where the prime means $d/d\tau$. One number, $\kappa$, now fixes the shape of the transient.

**Low conductivity.** For $\kappa\ll1$ the space-charge term in the first equation drops out, and $s=\tau^2$. Then

$$\frac{\Delta j}{j_0}=2\kappa(\tau-\tau^3),\qquad \frac{d}{d\tau}(\tau-\tau^3)=1-3\tau^2 .$$

The derivative vanishes at $\tau_0=1/\sqrt3$, and the second derivative, $-6\tau$, is negative, so this is a maximum. Thus $t_{\max}^2=t_{\rm tr}^2/3=2d^2/(3\mu A)$, which is (1).

The current first rises because the field rises, and later falls because fewer holes are left to carry it. At the maximum $s=\tau_0^2=1/3$: a third of the film has been cleared. Extraction ends at $\tau=1$, a factor $\sqrt3$ later than the peak. The density enters the height through $\kappa$ but not the peak time.

These statements were tested without assuming a front, by following 2000 charge sheets in the field that Gauss's law gives for them. One film had $d=500$ nm, $\mu=10^{-4}$ cm²/Vs, $A=1$ V/µs, relative permittivity 3 and $n=10^{13}$ cm⁻³. The other had $d=2$ µm, $\mu=10^{-2}$ cm²/Vs, $A=0.2$ V/µs, relative permittivity 12 and $n=10^{12}$ cm⁻³. Formula (1) returned 1.0003 and 1.0006 times the input mobility. The cleared fraction at the peak was 0.333 in both, and the ratio of end time to peak time was 1.733 and 1.734, against $\sqrt3=1.732$.

## The first correction

To see what weak conduction means in numbers, put $s=\tau^2+\kappa s_1$ into (5). The terms of first order in $\kappa$ give $s_1'=-\tau^4$, so $s_1=-\tau^5/5$ and $s'=2\tau-\kappa\tau^4$. To the same order,

$$(1-s)s'=2\tau-2\tau^3+\kappa\left(-\tau^4+\tau^6+\tfrac25\tau^6\right)=2\tau-2\tau^3+\kappa\left(-\tau^4+\tfrac75\tau^6\right).$$

Its derivative must vanish at the peak:

$$2-6\tau^2+\kappa\left(-4\tau^3+\tfrac{42}{5}\tau^5\right)=0 .$$

Write $\tau_{\max}=\tau_0+\kappa\delta$. The first two terms give $-12\tau_0\kappa\delta$. In the bracket, $\tau_0^2=1/3$ gives $\tau_0^3(-4+\frac{14}{5})=-\frac65\tau_0^3$. Hence $\delta=-\tau_0^2/10=-1/30$, and

$$\tau_{\max}=\frac1{\sqrt3}-\frac{\kappa}{30},\qquad 3\tau_{\max}^2=1-\frac{\kappa}{5\sqrt3}.$$

The parameter $\kappa$ contains the unknown mobility, but the relative peak height $r=\Delta j_{\max}/j_0$ can be read from the trace. To leading order $r=2\kappa(\tau_0-\tau_0^3)=4\kappa/(3\sqrt3)$, so $\kappa=3\sqrt3\,r/4$. From the definition of $t_{\rm tr}$, $\mu=2d^2/(At_{\rm tr}^2)=2d^2\tau_{\max}^2/(At_{\max}^2)$. Together,

$$\mu=\frac{2d^2}{3At_{\max}^2}\,(1-0.15\,r).\tag{6}$$

The peak comes early, so (1) reads too high. Two effects compete. Space charge takes up part of the voltage, so the field in the neutral part grows more slowly, which makes the peak earlier. The front is also slower, so the film empties later, which makes the peak later. Since the peak condition is $s''(1-s)-s'^2=0$, the two can be compared at $\tau_0$. The change in $s''$ contributes $-\frac83\kappa\tau_0^3$. The changes in $1-s$ and $s'^2$ contribute $\left(\frac2{15}+\frac43\right)\kappa\tau_0^3$. The first wins, and the sum is the $-\frac65\kappa\tau_0^3$ found above.

Numerical solution of (5) shows how far the linear correction serves. The ratio of true mobility to formula (1) is 0.985 at $r=0.1$, 0.923 at $r=0.5$ and 0.847 at $r=1$; equation (6) gives 0.985, 0.925 and 0.850. Within this model the correction is therefore good well beyond the region where (1) itself is.

**High conductivity.** For $\kappa\gg1$ the scaling is different. Put $\tau=\kappa^{-1/3}z$ and $s=\kappa^{-2/3}y$. Each term of the front equation then carries $\kappa^{-1/3}$, which leaves $dy/dz=2z-y^2$. Since $s$ is small, $1-s\approx1$, and the peak lies where $dy/dz$ is largest, at some pure number $z_*$. Then

$$t_{\max}^3=\frac{z_*^3t_{\rm tr}^3}{\kappa}=2z_*^3t_{\rm tr}^2\tau_\sigma=\frac{4z_*^3d^2\tau_\sigma}{\mu A}.$$

The mobility now varies as $t_{\max}^{-3}$ at given $\tau_\sigma$, and $\tau_\sigma$ must be known as well. It can be taken from the start of the trace, where $s\approx\tau^2$ gives $\Delta j/j_0\approx2\kappa\tau=t/\tau_\sigma$. Formula (1) has no validity in this limit.

## Second derivation: counting holes in an imposed field

The same result follows without a front or a depleted layer. What is needed is the current that one moving charge drives in the external circuit.

**Induced current.** Place a sheet of charge $q$ per unit area at $x$, between plates held at voltage $U$. Let the field be $E_1$ to its left and $E_1+q/\varepsilon$ to its right. The voltage condition is

$$E_1x+\left(E_1+\frac q\varepsilon\right)(d-x)=U\quad\Rightarrow\quad \varepsilon E_1=\frac{\varepsilon U}{d}-q\left(1-\frac xd\right).$$

The charge per unit area on the left plate is $\varepsilon E_1$, and its rate of change is the current, $\varepsilon\dot U/d+q\dot x/d$. Fields add, so the contributions of many sheets add too, and fixed charges contribute nothing. For $N(t)$ holes per unit area, all moving with speed $v(t)$,

$$\Delta j=\frac{e}{d}\,N v .\tag{7}$$

**Counting.** Suppose that the holes and the fixed charge disturb the field so little that $E=At/d$ everywhere. Every hole then has the speed $v=\mu At/d$. As long as the density at the collector is $n$, holes leave at the rate $\dot N=-nv$. At the maximum of (7),

$$\dot Nv+N\dot v=0\quad\Rightarrow\quad N\dot v=nv^2 .\tag{8}$$

The distance travelled is $L=\int_0^tv\,dt'=\mu At^2/2d$, so $N=n(d-L)$. With $\dot v=\mu A/d$, (8) becomes

$$\left(d-\frac{\mu At^2}{2d}\right)\frac{\mu A}{d}=\frac{\mu^2A^2t^2}{d^2}.$$

Multiplying by $d/(\mu A)$ gives $d-\mu At^2/2d=\mu At^2/d$, that is $d=3\mu At^2/2d$. Solving for $\mu$ gives (1) again.

**Diffusion.** This road extends easily to effects that leave the imposed field alone. With diffusion constant $D$ and hole density $p(x,t)$, the particle flux is $pv-D\,\partial p/\partial x$. Its integral over the film replaces $Nv$ in (7):

$$\Delta j=\frac ed\left\{Nv-D\,[p(d)-p(0)]\right\}.$$

Let the collector take what drift brings to it. While the blurred edge of the hole cloud is far from it, $p(d)=n$ and $\dot N=-nv$ as before. Once the blocking side is empty, $p(0)\approx0$. Diffusion then subtracts the constant $eDn/d$, which lowers the signal but does not move its maximum. A drift–diffusion calculation at $\kappa=0.01$ and $Dt_{\rm tr}/d^2=0.0073$ tested this: the loss of height was 1.01 times the predicted one, and the peak time agreed with that of (5) to within 0.3%.

**Field-dependent mobility.** Let $\mu\propto E^a$ over the whole ramp up to the peak. (For another law, the local exponent at the peak field gives an estimate.) Then $v\propto t^{1+a}$, so $\dot v=(1+a)v/t$ and $L=vt/(2+a)$. Condition (8) becomes $(1+a)(d-L)=vt=(2+a)L$, hence $L/d=(1+a)/(3+2a)$. The mobility at the peak field is

$$\mu_{\rm pk}=\frac{v}{At_{\max}/d}=\frac{(2+a)L\,d}{At_{\max}^2}=\frac{(1+a)(2+a)}{3+2a}\,\frac{d^2}{At_{\max}^2}.$$

Dividing (1) by this gives

$$\frac{\mu_{\rm read}}{\mu_{\rm pk}}=\frac{2(3+2a)}{3(1+a)(2+a)},\tag{9}$$

which is 1 for $a=0$ and less than 1 for $a>0$.

## What each derivation assumes

Both need one carrier type, a uniform initial density, a contact that does not inject, and no loss of holes except at the collector. They differ in their treatment of the field and of the hole cloud.

The first solves for the field together with the holes. It therefore covers any $\kappa$, supplies the correction (6), and shows that (1) is a limit. Its price is a sharp front, which requires negligible diffusion and a uniform speed in the neutral region.

The second takes the field as given. It cannot say when that is allowed, and it contains no trace of (6). In return it needs no sharp edge: what matters is the number of holes left and their speed. It takes in diffusion and a field-dependent mobility in a few lines.

The condition that the second must borrow from the first is $\kappa\ll1$. Since $t_{\rm tr}=\sqrt3\,t_{\max}$ in this limit, it means $t_{\max}\ll\tau_\sigma$: the holes must be extracted before the film can screen the ramp.

## A worked film

Take $d=500$ nm, $\mu=10^{-4}$ cm²/Vs, relative permittivity 3, $n=10^{15}$ cm⁻³, $A=1$ V/µs and 300 K. The low-conductivity peak time is

$$t_{\max}=\sqrt{\frac{2(5\times10^{-5}\ \text{cm})^2}{3(10^{-4}\ \text{cm}^2/\text{Vs})(10^{6}\ \text{V/s})}}=4.08\ \text{µs},$$

when the voltage is 4.08 V. The transit time is 7.07 µs and $\tau_\sigma=16.6$ µs, so $\kappa=7.07/(2\times16.6)=0.213$: small, but not negligible.

The charge-sheet transient for this film peaks at 4.032 µs with $r=0.1615$, and the front equation gives the same two values. Formula (1) applied to this peak gives $1.025\times10^{-4}$ cm²/Vs, which is 2.5% above the input. The factor $1-0.15\times0.1615=0.976$ brings it to $1.000\times10^{-4}$ cm²/Vs ($1.000\times10^{-8}$ m²/Vs). This agreement concerns the model; a real film adds other errors, estimated one at a time below, the first three with the low-conductivity peak time.

- **Field dependence.** For $\mu\propto\exp(\gamma\sqrt E)$ the local exponent is $a=\gamma\sqrt E/2$. With a rough $\gamma=5\times10^{-4}$ (cm/V)$^{1/2}$ and a peak field near 0.08 MV/cm, $a=0.072$. A numerical solution in the low-conductivity limit gives a reading of 0.946 times the mobility at the peak field; (9) gives 0.943.
- **Residual contact voltage.** An uncompensated 0.1 V against extraction delays the start by 0.1 µs. If the holes are still uniform when the field passes through zero, the reading is 4.7% low. This is a favourable case. A voltage that stands long before the ramp pushes holes towards the blocking contact, from where they have farther to travel, and the error is then several times larger: for this film roughly a quarter low if the collector cannot resupply holes, and nearly half low if it can. A standing offset of the opposite sign, such as a built-in contact potential, empties a layer $s_0=\sqrt{2\varepsilon U_0/en}\,/d$ before the ramp, which is 0.36 for $U_0=0.1$ V. At low conductivity $s=s_0+\tau^2$, so the peak lies at $\tau^2=(1-s_0)/3$, and (1) reads high by the factor $1/(1-s_0)\approx1.6$, or about 1.4 once diffusion blurs the edge. An offset of either sign should therefore be compensated before the ramp starts.
- **Circuit.** A series resistance $R$ with film capacitance $C$ makes the film voltage lag by about $RC$. The measured extraction current lags by another $RC$, because part of it goes into charging the film. A circuit calculation at $\kappa=0.05$ gives a total delay of 2.03 $RC$. For 50 Ω and 4 mm², $RC=10.6$ ns, and a delay of $2RC$ makes the reading 1.0% low. The delay grows with $\kappa$: at the film's own $\kappa=0.213$ it is about 2.14 $RC$, and the reading is 1.1% low.
- **Diffusion.** The peak height falls from 0.1615 to 0.1601, and the mobility read changes by −0.2%. The low-conductivity argument predicts no change in the mobility. The small remainder is an effect of the finite $\kappa$ and vanishes with it.

## Beside real films

These parameters lie in the rough regime of a lightly doped polythiophene film. The density is on the low side: films exposed to air can hold ten times more holes. Since $\kappa\propto n$, the same film and ramp would then have $\kappa\approx2.1$, and (1) should not be used. The mean field reaches 0.14 MV/cm at the end of extraction, well below a rough breakdown field of 1 MV/cm. With a rough $10^{21}$ transport sites per cm³, one site in a million is occupied, so degeneracy is unimportant on average, though this says nothing about the filling of deep tail states. The mobility of a disordered polymer need not be constant. With the rough $\gamma$ used above, its field dependence moves the number by about 5%, but that $\gamma$ is an assumed value. A value ten times larger, of the order reported for PPV-type polymers, gives $a\approx0.8$ and a reading near 0.63 of the peak-field mobility, and a negative $\gamma$ makes the reading high instead. If the mobility also falls during the transient as holes settle into deeper states, the reading is an effective value for that time scale, and this effect has not been sized. The mobility also belongs to the temperature of the measurement.

The ramp rate is the adjustable quantity. For a given film at low conductivity $t_{\max}\propto A^{-1/2}$, so a faster ramp lowers $\kappa$ and, because the peak voltage grows as $A^{1/2}$, the relative delay caused by a residual voltage. It does not remove the error from holes that such a voltage has displaced before the ramp, since their starting positions do not depend on $A$. The same change raises the field and the relative circuit delay, both as $A^{1/2}$. A faster ramp helps, then, while $2RC$ stays far below $t_{\max}$ and the field dependence stays weak.

For the opening decision, $r$ is the quantity to look at. If the other assumptions hold, (1) reads high by about $0.15r$ of its value, and (6) removes most of that error up to $r=1$. For larger $r$, (5) can be solved numerically for the $\kappa$ that gives the measured $r$; its $\tau_{\max}$ then gives $\mu=2d^2\tau_{\max}^2/(At_{\max}^2)$. A fit of the whole transient, with a model that contains the extra process, is needed when the trace shows trapping, injection or a second carrier, or when a contact potential has depleted or piled up holes before the ramp. A small $r$ does not exclude this last case, since prior depletion lowers $r$. The remaining values are in the numerical output.

## Computed values

```
Thickness d = 500 nm
Input mobility = 1.00e-04 cm2/Vs
Ramp rate A = 1.00 V/us
Hole density n = 1.0e+15 cm^-3
Relative permittivity = 3.0; temperature = 300 K
Transit time t_tr = 7.071 us
Dielectric relaxation time = 16.58 us
kappa = 0.2133
Low-conductivity peak time = 4.082 us
Voltage at that time = 4.082 V
Full-depletion voltage e n d^2/(2 eps) = 0.754 V
Capacitive current density = 5.3125 mA/cm2
Film 1, n/100: mobility read/input = 1.00025, r = 0.00164
  cleared depth/d = 0.3332, end/peak time = 1.7329
Film 2: mobility read/input = 1.00055, r = 0.00367
  cleared depth/d = 0.3331, end/peak time = 1.7341
Peak shift / kappa = -0.03333 (-1/30 = -0.03333)
Correction coefficient = 0.1500
r = 0.1: true mobility/simple formula = 0.9849, linear = 0.9850
r = 0.5: true mobility/simple formula = 0.9232, linear = 0.9250
r = 1.0: true mobility/simple formula = 0.8468, linear = 0.8500
Example, sheets: peak time = 4.032 us, r = 0.1615
Example, front eq.: 4.032 us, r = 0.1615
Example, cleared depth at peak / d = 0.3226
Mobility, simple formula = 1.0251e-04 cm2/Vs
Mobility, corrected = 1.0003e-04 cm2/Vs
Error, simple formula = 2.51 %
Error, corrected = 0.03 %
Thermal voltage = 25.85 mV; D t_tr/d^2 = 0.00731
Diffusion: signal loss / predicted loss = 1.012
Diffusion: example r = 0.1601
Diffusion: change of mobility read = -0.219 %
Mean field at peak = 0.0816 MV/cm
Mean field at end of extraction = 0.1414 MV/cm
Field dependence gamma = 5.0e-04 (cm/V)^0.5, a = 0.0724
Field dependence: read/true = 0.9456, power law = 0.9433
Area = 4 mm2, R = 50 ohm, C = 212.5 pF
RC = 10.63 ns; peak delay/RC = 2.032
Circuit delay: mobility error = -1.03 %
Residual 0.1 V: mobility error = -4.72 %
Holes per transport site = 1.0e-06
```
